# Does the Kramers gap of an S = 3/2 ion give D?

**Question**

I am calculating the zero-field splitting of S = 3/2 ions with a multiconfigurational wavefunction and spin-orbit coupling. The four lowest levels come out as two Kramers doublets. I have been taking half the gap between them as D, because \(D(S_z^2-5/4)\) puts the doublets at \(+D\) and \(-D\).

Now I have two model d⁷ ions with different distortions of a tetrahedral field. Both have a gap of 5.21 cm⁻¹, so I would report D = 2.61 cm⁻¹ for both. A colleague who analysed the wavefunctions says that the two ions have different D, and even different signs. How can that be, if all four energies agree? What does the gap tell me, and how do I get the rest?

**Answer**

Your colleague can be right. The gap measures the overall strength of the anisotropy. It equals \(2|D|\) if the anisotropy is axial, and it never carries the sign. To see what is missing, start from the most general Hamiltonian that four such levels can have.

**The spin Hamiltonian and its conventions**

Assume that the ground term without spin-orbit coupling is an orbitally nondegenerate quartet, well separated from other terms, so that the four lowest levels correspond to the four spin states \(|M\rangle\), \(M=\pm3/2,\pm1/2\). There is no magnetic field, and hyperfine coupling is left out.

Operators on a four-dimensional spin space comprise tensors of rank 0, 1, 2 and 3, with \(1+3+5+7=16\) components. Time reversal changes the sign of \(\mathbf S\), and hence of the odd ranks. A zero-field Hamiltonian can therefore contain only ranks 0 and 2: a constant and five further numbers. Dropping the constant,

\[
H=\sum_{ij}T_{ij}S_iS_j ,\qquad T_{ij}=T_{ji},\qquad \sum_i T_{ii}=0 .
\]

No higher-order zero-field term has been neglected; a rank-4 term would need \(S\ge 2\). The five numbers are three angles for the principal axes and two independent principal values, written as

\[
T_x=-\tfrac{D}{3}+E,\qquad T_y=-\tfrac{D}{3}-E,\qquad T_z=\tfrac{2D}{3}.
\]

With \(S_x^2+S_y^2=S^2-S_z^2\) and \(S^2=15/4\), this gives

\[
H=-\tfrac D3(S^2-S_z^2)+E(S_x^2-S_y^2)+\tfrac{2D}{3}S_z^2
= D\left(S_z^2-\tfrac54\right)+E(S_x^2-S_y^2).
\]

The axis labels need a convention. I call z the axis with the largest \(|T_i|\), and choose x and y so that \(E/D\ge0\). The condition \(|T_y|\le|T_z|\) then reads \(1/3+E/D\le2/3\), so \(0\le E/D\le1/3\).

**The gap**

The operator \(S_z^2-5/4\) equals \(+1\) for \(M=\pm3/2\) and \(-1\) for \(M=\pm1/2\). The rhombic operator is \(S_x^2-S_y^2=(S_+^2+S_-^2)/2\), which changes M by two. Since \(S_+|{-\tfrac12}\rangle=2|\tfrac12\rangle\) and \(S_+|\tfrac12\rangle=\sqrt3|\tfrac32\rangle\),

\[
\langle\tfrac32|S_x^2-S_y^2|{-\tfrac12}\rangle=\tfrac12\cdot2\sqrt3=\sqrt3 ,
\]

and the element between \(|{-\tfrac32}\rangle\) and \(|\tfrac12\rangle\) is the same. In each of the ordered pairs \(\{|\tfrac32\rangle,|{-\tfrac12}\rangle\}\) and \(\{|{-\tfrac32}\rangle,|\tfrac12\rangle\}\) the Hamiltonian is therefore

\[
h=\begin{pmatrix}D&\sqrt3E\\ \sqrt3E&-D\end{pmatrix},\qquad
h^2=(D^2+3E^2)\begin{pmatrix}1&0\\0&1\end{pmatrix}.
\]

Because h is traceless, its eigenvalues are \(\pm\delta\) with \(\delta=\sqrt{D^2+3E^2}\). Each occurs twice, once per block, and the gap is

\[
\Delta=2\delta=2\sqrt{D^2+3E^2}.
\]

The sum of the squared principal values shows what this measures:

\[
\operatorname{Tr}T^2=\tfrac{2D^2}{9}+2E^2+\tfrac{4D^2}{9}=\tfrac23(D^2+3E^2),
\qquad \Delta=\sqrt{6\operatorname{Tr}T^2}.
\]

The gap is the length of the anisotropy tensor, up to a fixed factor. One number out of five is known.

**What the gap does and does not determine**

Solving for the magnitude of D gives

\[
|D|=\frac{\Delta}{2\sqrt{1+3(E/D)^2}},\qquad
\frac{\sqrt3}{4}\Delta\le|D|\le\frac{\Delta}{2}.
\]

The upper end belongs to \(E/D=0\), the lower to \(E/D=1/3\). So \(\Delta/2\) is a fair estimate of \(|D|\): it is too large by at most a factor \(2/\sqrt3\), which is 15.5% relative to the true \(|D|\).

These bounds rely on the axis convention. If z is instead tied to a molecular axis, D may lie anywhere between \(-\Delta/2\) and \(\Delta/2\). For example, \(T=\mathrm{diag}(E,-E,0)\) has \(D=0\) in that labelling and still has the gap \(2\sqrt3|E|\).

The sign is lost altogether. Replacing T by \(-T\) changes H into \(-H\), and the levels \(\pm\delta\), each doubly degenerate, are mapped onto themselves. What changes is which states are at the bottom. Varying the temperature without a field does not help: relative to the lower doublet the partition function is \(2(1+e^{-\Delta/k_BT})\), so the heat capacity of these four levels also depends on \(\Delta\) alone.

Compare this with S = 1. There the state \(|i\rangle\) with \(S_i|i\rangle=0\) is an eigenstate of the squares of the other two components with eigenvalue 1. Its energy is the sum of the other two principal values, which is \(-T_i\) because T is traceless. Three levels then reveal all three principal values, including the sign of D, though not the directions of the axes. For S = 3/2 Kramers degeneracy leaves a single splitting, and that information is gone.

**Getting the tensor from the states**

Define the quadrupole operators

\[
Q_{ij}=\tfrac12(S_iS_j+S_jS_i)-\tfrac54\delta_{ij}.
\]

Since T is symmetric and traceless, \(H=\sum_{kl}T_{kl}Q_{kl}\). Rotational invariance restricts the traces of products to

\[
\operatorname{Tr}(Q_{ij}Q_{kl})=a(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+b\,\delta_{ij}\delta_{kl}.
\]

On contraction with \(T_{kl}\) the b term vanishes, and \(\operatorname{Tr}(HQ_{ij})=2a\,T_{ij}\). One case fixes the constant. For \(D=1\), \(E=0\) we have \(H=Q_{zz}\), whose four eigenvalues are \(\pm1\), so the trace is 4; and \(T_{zz}=2/3\). Hence \(2a=6\) and

\[
T_{ij}=\tfrac16\operatorname{Tr}(HQ_{ij}).
\]

Let P project on the lower doublet. Then

\[
H=\frac\Delta2(1-P)-\frac\Delta2P=\frac\Delta2(1-2P).
\]

Since \(\operatorname{Tr}Q_{ij}=0\), only the term with P survives:

\[
T_{ij}=-\frac{\Delta}{6}\operatorname{Tr}(PQ_{ij})=-\frac\Delta3\langle\psi|Q_{ij}|\psi\rangle .
\]

In the last form \(\psi\) is any normalized state of the lower doublet. This is allowed because \(Q_{ij}\) is even under time reversal: both Kramers partners have the same expectation value, and \(\psi\) together with its partner spans the doublet.

The gap supplies the length of T, and the lower doublet supplies everything else. In the principal frame \(D=\tfrac32T_z=-(\Delta/2)\langle S_z^2-\tfrac54\rangle\). If the lower doublet is mainly \(M=\pm1/2\), the expectation value is negative and D is positive; if it is mainly \(M=\pm3/2\), D is negative.

**Applying this to many-electron wavefunctions**

Let \(|M\rangle\) now be the four spin components of the quartet calculated without spin-orbit coupling, and \(\Psi_k\) the four lowest states with it, at energies \(E_k\). The overlaps \(C_{Mk}=\langle M|\Psi_k\rangle\) do not form a unitary matrix, because each \(\Psi_k\) also contains other terms. Symmetric orthonormalization repairs this:

\[
U=C(C^\dagger C)^{-1/2},\qquad
H_{\rm eff}=U\,\mathrm{diag}(E_k)\,U^\dagger,\qquad
T_{ij}=\tfrac16\operatorname{Tr}(H_{\rm eff}Q_{ij}).
\]

The energies of \(H_{\rm eff}\) are the calculated \(E_k\), whatever U is. The sign, the rhombicity and the axes enter through U.

The relative phases of the \(|M\rangle\) matter. A diagonalization returns them at random, whereas the standard spin matrices in \(Q_{ij}\) presuppose definite ones. Take the \(M=3/2\) component and generate the others with the total lowering operator \(S_-\). To check the phases, calculate the matrix of the total \(S_x\) between these four states: it must equal the standard one, with real positive elements next to the diagonal. In addition, \(H_{\rm eff}\), minus its mean energy, must be reproduced by \(\sum_{ij} T_{ij}S_iS_j\) with nothing left over. This second condition is necessary but does not suffice: some wrong choices of sign satisfy it and still give a wrong tensor, even a wrong sign of D.

**What a magnetic field sees**

An experiment has no access to U, but a field probes matrix elements of the same states. Take an isotropic g, add \(g\mu_BB\,S_i\) with the field along principal axis i, and keep the Zeeman energy far below \(\Delta\). Each doublet then splits by \(g'_i\mu_BB\), which defines the effective values \(g'_i\).

Set \(\cos2\varphi=D/\delta\) and \(\sin2\varphi=\sqrt3E/\delta\). The lower doublet is

\[
\psi=-\sin\varphi\,|\tfrac32\rangle+\cos\varphi\,|{-\tfrac12}\rangle,\qquad
\psi'=-\sin\varphi\,|{-\tfrac32}\rangle+\cos\varphi\,|\tfrac12\rangle .
\]

To verify this, apply h to \((-\sin\varphi,\cos\varphi)\). The first component is \(\delta(-\cos2\varphi\sin\varphi+\sin2\varphi\cos\varphi)=\delta\sin\varphi\), and the second is \(-\delta(\sin2\varphi\sin\varphi+\cos2\varphi\cos\varphi)=-\delta\cos\varphi\). The vector is reproduced with the factor \(-\delta\).

For a field along z,

\[
\langle\psi|S_z|\psi\rangle=\tfrac32\sin^2\varphi-\tfrac12\cos^2\varphi=\tfrac12-\cos2\varphi .
\]

The partner has the opposite value, and \(S_z\) does not connect the two. The splitting is twice the magnitude, so \(g'_z=g|1-2D/\delta|\).

For a field along x the diagonal elements vanish, because \(S_x\) changes M by one. With \(\langle\tfrac32|S_x|\tfrac12\rangle=\langle{-\tfrac12}|S_x|{-\tfrac32}\rangle=\sqrt3/2\) and \(\langle{-\tfrac12}|S_x|\tfrac12\rangle=1\),

\[
\langle\psi|S_x|\psi'\rangle=\cos^2\varphi-\sqrt3\sin\varphi\cos\varphi
=\tfrac12\left(1+\cos2\varphi-\sqrt3\sin2\varphi\right),
\]

which gives \(g'_x=g|1+(D-3E)/\delta|\). For y, the two elements with \(\sqrt3/2\) acquire the factor \(-i\) and the remaining one \(+i\). The relative sign changes, and \(g'_y=g|1+(D+3E)/\delta|\).

Since \(3T_x=-D+3E\), \(3T_y=-D-3E\), \(3T_z=2D\) and \(\delta=\Delta/2\), all three results have the same form:

\[
g'_i=g\left|1-\frac{6T_i}{\Delta}\right|\ \text{(lower)},\qquad
g'_i=g\left|1+\frac{6T_i}{\Delta}\right|\ \text{(upper)}.
\]

The second follows from the first because the upper doublet of T is the lower doublet of \(-T\). Energies calculated in a small finite field confirm both formulas for axial and rhombic cases of either sign.

For \(g=2\) and a fixed gap of 10 cm⁻¹, the lower doublet has these values:

| E/D | D (cm⁻¹) | \(g'_x,\ g'_y,\ g'_z\) |
|---|---|---|
| 0 | +5.00 | 4.00, 4.00, 2.00 |
| 0 | −5.00 | 0.00, 0.00, 6.00 |
| 0.2 | +4.72 | 2.76, 5.02, 1.78 |
| 0.2 | −4.72 | 1.24, 1.02, 5.78 |
| 1/3 | +4.33 | 2.00, 5.46, 1.46 |
| 1/3 | −4.33 | 2.00, 1.46, 5.46 |

All six rows have the same zero-field levels. In the axial limit the two signs could hardly look more different. At \(E/D=1/3\) the two rows contain the same three numbers, with y and z exchanged. There \(T=D\,\mathrm{diag}(0,-2/3,2/3)\), so two axes tie for the largest \(|T_i|\), and reversing the sign of D merely renames them. At that point the sign of D has no physical content, and close to it a reported sign should be given little weight.

**Your two ions**

I reproduced the situation with seven electrons in a d shell, using all 120 determinants. The parameters are round model values: Racah \(B=800\) and \(C=3200\) cm⁻¹, an e–t₂ splitting of 4000 cm⁻¹, and a spin-orbit constant of 500 cm⁻¹. Ligand orbitals, charge transfer and other shells are left out, so the results illustrate the analysis and do not predict a particular compound.

In ion A the xy orbital is raised by 500 cm⁻¹. In ion B it is lowered by 384.58 cm⁻¹, while xz and yz are shifted by +76.92 and −76.92 cm⁻¹; the size of this distortion was adjusted to make the gaps equal. Both ions have levels at ∓2.607 cm⁻¹ about their mean, so \(\Delta=5.214\) cm⁻¹, or \(2.376\times10^{-5}\) hartree.

The effective Hamiltonians give, in cm⁻¹,

\[
\text{A: } T=\mathrm{diag}(-0.869,\,-0.869,\,1.738),\qquad
\text{B: } T=\mathrm{diag}(0.381,\,1.278,\,-1.659).
\]

For A, \(D=\tfrac32(1.738)=2.607\) cm⁻¹ and \(E=0\). Half the gap is the right answer here, but the energies alone could not have told you so.

For B, \(D=\tfrac32(-1.659)=-2.489\) cm⁻¹ and \(|E|=\tfrac12(1.278-0.381)=0.4485\) cm⁻¹, so \(E/D=0.180\). The gap formula returns the common value:

\[
2\sqrt{(2.489)^2+3(0.4485)^2}\ \text{cm}^{-1}=5.21\ \text{cm}^{-1}.
\]

Reading half the gap as D exceeds the true \(|D|\) of ion B by only 4.8%. The serious faults are the wrong sign and the missing rhombicity.

A field separates the ions at once. With the moment operator \(\mathbf L+g_e\mathbf S\) in the full wavefunctions, the ground doublets have

\[
\text{A: } g'=(4.61,\,4.61,\,2.28),\qquad
\text{B: } g'=(1.29,\,1.09,\,6.80).
\]

Ion A responds most strongly in the xy plane, ion B along z. The spin-model formula accounts for these numbers well. For B the factors \(|1-6T_i/\Delta|\) are 0.56, 0.47 and 2.91, and dividing the calculated \(g'_i\) by them gives the quotients 2.30, 2.32 and 2.34. For A the factors are 2, 2 and 1, giving 2.31, 2.31 and 2.28. An isotropic g near 2.3 is thus a good approximation in this model, though not an identity. The quotients estimate the components of g only to about 0.02: within the four states the moment also has a small part of third rank in \(\mathbf S\), and dividing by a small factor magnifies it.

**When to be careful**

The smallest squared singular value of the overlap matrix C is 0.975 for A and 0.972 for B. Even the worst-represented combination of the four states therefore lies about 97% within the spin quartet, and the name "S = 3/2 ion" is justified. If another term comes close in energy, this weight can fall. As long as C can be inverted, the construction still returns a tensor T, but T then says less and less about a real spin of 3/2. With an orbitally degenerate ground term, four spin states are not an adequate model space to begin with.

In practice, report the gap as \(2\sqrt{D^2+3E^2}\), and take D, E and the axes from \(H_{\rm eff}\). If you have only measurements and g is nearly isotropic, the g′ values of a doublet can supply E/D and, away from \(E/D=1/3\), the sign of D, and the gap then sets the scale. For the sign you must know whether the doublet is the lower or the upper one, because the upper doublet of T has the same g′ values as the lower doublet of \(-T\). The numerical output below lists the levels, tensors and g′ values of both ions.

## Calculated quantities

```
SPIN MODEL, isotropic g = 2, lower doublet
fixed gap = 10.0 cm^-1
E/D=0.000 D=+5.000 cm^-1 g'x,y,z = 4.000 4.000 2.000
E/D=0.000 D=-5.000 cm^-1 g'x,y,z = 0.000 0.000 6.000
E/D=0.100 D=+4.927 cm^-1 g'x,y,z = 3.379 4.562 1.941
E/D=0.100 D=-4.927 cm^-1 g'x,y,z = 0.621 0.562 5.941
E/D=0.200 D=+4.725 cm^-1 g'x,y,z = 2.756 5.024 1.780
E/D=0.200 D=-4.725 cm^-1 g'x,y,z = 1.244 1.024 5.780
E/D=0.333 D=+4.330 cm^-1 g'x,y,z = 2.000 5.464 1.464
E/D=0.333 D=-4.330 cm^-1 g'x,y,z = 2.000 1.464 5.464
MODEL d^7 ION, all determinants of the d shell
number of determinants = 120
Racah B = 800 cm^-1, Racah C = 3200 cm^-1
e-t2 splitting = 4000 cm^-1, zeta = 500 cm^-1
electron g factor magnitude = 2.002319
ION A: shifts xy, xz, yz = 500.00 0.00 0.00 cm^-1
first excitation without spin-orbit = 4000.0 cm^-1
four lowest levels from their mean = -2.6072 -2.6072 2.6072 2.6072 cm^-1
Kramers gap = 5.2144 cm^-1
naive D = gap/2 = 2.6072 cm^-1
T_xx, T_yy, T_zz = -0.8691 -0.8691 1.7381 cm^-1
D = 2.6072 cm^-1, |E| = 0.0000 cm^-1
E/D = 0.0000
smallest model-space weight = 0.9750
ground doublet g'x,y,z = 4.614 4.614 2.284
ION B: shifts xy, xz, yz = -384.58 76.92 -76.92 cm^-1
first excitation without spin-orbit = 3615.4 cm^-1
four lowest levels from their mean = -2.6072 -2.6072 2.6072 2.6072 cm^-1
Kramers gap = 5.2144 cm^-1
naive D = gap/2 = 2.6072 cm^-1
T_xx, T_yy, T_zz = 0.3811 1.2781 -1.6592 cm^-1
D = -2.4888 cm^-1, |E| = 0.4485 cm^-1
E/D = 0.1802
smallest model-space weight = 0.9716
ground doublet g'x,y,z = 1.290 1.093 6.803
common gap = 2.3758e-05 hartree
ion B: gap/2 exceeds |D| by 4.76 percent
largest possible excess = 15.47 percent
```
